\section*{Minimal Field Grids for Mixed Hyperpolarizabilities: Points, Symmetry and Step Size}

\section{A one-degree tilt}

A finite-field calculation on water with four energies at field strength $0.005$ gives $\beta_{xxz}=-5.16$ atomic units. The molecule has been turned by one degree from its symmetry axes, and the correct value in that orientation is $-0.065$. Two more energies bring the result to $-0.064$. Neither the convergence of the energies nor the size of the field is at fault: the four-point grid relies on a mirror plane that the tilt has removed.

A finite-field derivative requires a choice of field points and of their strength. This guide derives the smallest grids for $\beta_{xxz}$ and $\gamma_{xxyy}$, their errors, and the field strength that suits data of given accuracy.

\section{Conventions and the role of symmetry}

Hartree atomic units are used. The nuclei are fixed, and $x,y,z$ denote the components of the uniform field. The energy is expanded as
\begin{equation}
E(x,y,z)=-\sum_{a,b,c}P_{abc}\,\frac{x^a y^b z^c}{a!\,b!\,c!}.
\label{exp}
\end{equation}
Thus $P_{001}=\mu_z$, $P_{200}=\alpha_{xx}$, $P_{201}=\beta_{xxz}$, $P_{220}=\gamma_{xxyy}$, and $P_{000}=-E(0)$. The dipole is $\mu_i=-\partial E/\partial F_i$.

The state must be nondegenerate and followed smoothly over the whole grid. A finite basis allows this near zero field. A real molecule in an unlimited uniform field has no strictly bound state, however weak the field: the potential falls without limit on one side, and an electron can eventually escape. The derivatives are therefore defined by the expansion at zero field, and the fields must be small enough for the finite-basis state to follow that expansion.

Let the molecule have two mirror planes that meet in the $z$ axis, as water has. Reflection changes the sign of $x$ or of $y$ and leaves the energy unchanged, so only even $a$ and even $b$ survive in (\ref{exp}). Odd powers of $z$ remain because no symmetry operation of water reverses $z$.

A grid is called isolating if some weighted sum of its energies removes every other allowed term up to the target's own degree, three for $\beta$ and four for $\gamma$, and keeps the target. Zero field counts as a point.

\section{Four energies for each component}

For $\beta_{xxz}$, first take the part odd in $z$:
\[
E(x,0,z)-E(x,0,-z)=-2\sum_{a\,\mathrm{even}}\ \sum_{c\,\mathrm{odd}}P_{a0c}\frac{x^az^c}{a!\,c!}.
\]
Subtracting the same difference at $x=0$ removes $a=0$. With $x=h$, $z=k$, division by $-h^2k$ gives
\begin{align}
B_4&=-\frac{E(h,0,k)-E(h,0,-k)-E(0,0,k)+E(0,0,-k)}{h^2k}\nonumber\\
&=\beta_{xxz}+\frac{h^2}{12}P_{401}+\frac{k^2}{6}P_{203}+\cdots .
\label{B4}
\end{align}
The factors are $2/(2!\,1!)=1$, $2/(4!\,1!)=1/12$ and $2/(2!\,3!)=1/6$.

Three energies cannot do this. Put $u=x^2$ and let $w$ be the weights. The conditions are $\sum wz^j=0$ for $j=0,\dots,3$ and $\sum wu=0$, with $\sum wuz\ne0$. Group the points into columns of equal $z$. With at most four columns, the first conditions form a Vandermonde system for the column sums of $w$, so each sum vanishes. A column with nonzero $\sum wu$ then needs two points. One such column would violate $\sum wu=0$, so two are needed: four points. Five or more columns already contain five points. Points with $y\ne0$ do not help, because they must satisfy the same conditions and more.

For $\gamma_{xxyy}$, a double difference removes all terms that depend on $x$ alone or $y$ alone:
\begin{align}
G_4&=-\frac{4[E(h,k,0)-E(h,0,0)-E(0,k,0)+E(0,0,0)]}{h^2k^2}\nonumber\\
&=\gamma_{xxyy}+\frac{h^2}{12}P_{420}+\frac{k^2}{12}P_{240}+\cdots .
\label{G4}
\end{align}
Here the general factor is $4/(a!\,b!)$, which is $1$ for $a=b=2$ and $4/(24\cdot2)=1/12$ for the next terms.

Again three points fail. With $v=y^2$, the sums of $w$, $wu$, $wv$, $wu^2$ and $wv^2$ must vanish. Merge points with equal $(u,v)$ and drop zero weights. The first three conditions exclude one or two remaining points and force three to be collinear, $u=a+bt$, $v=c+dt$, with distinct $t$. Then $\sum w=\sum wt=0$, and $\sum wt^2$ cannot vanish as well, or the Vandermonde system would give $w=0$. But $\sum wu^2=b^2\sum wt^2=0$ and $\sum wv^2=d^2\sum wt^2=0$ require $b=d=0$, so the points would coincide.

More symmetry can save more. If $x$ and $y$ are equivalent, $E(h,0,0)=E(0,h,0)$, and $k=h$ leaves three separate calculations. In a state with full rotational symmetry about $z$, the quartic term at $z=0$ is $-\gamma_{xxxx}(x^2+y^2)^2/24$. Its $x^2y^2$ part is $-\gamma_{xxxx}x^2y^2/12$, to be equated with $-\gamma_{xxyy}x^2y^2/4$. Hence $\gamma_{xxyy}=\gamma_{xxxx}/3$, and no mixed field is needed.

\section{Fewer runs when dipoles are available}

A dipole is already one derivative of the energy. With the two mirrors,
\begin{align*}
\mu_z(h,0,0)&=\mu_z+\tfrac12\beta_{xxz}h^2+\tfrac1{24}P_{401}h^4+\cdots,\\
\mu_x(h,k,0)&=\mu_x(h,0,0)+\tfrac12\gamma_{xxyy}hk^2\\
&\quad+\tfrac1{12}P_{420}h^3k^2+\tfrac1{24}P_{240}hk^4+\cdots .
\end{align*}
Solving each line for its target gives
\begin{align}
B_2&=\frac{2[\mu_z(h,0,0)-\mu_z(0,0,0)]}{h^2}\nonumber\\
&=\beta_{xxz}+\frac{h^2}{12}P_{401}+\cdots,\\
G_2&=\frac{2[\mu_x(h,k,0)-\mu_x(h,0,0)]}{hk^2}\nonumber\\
&=\gamma_{xxyy}+\frac{h^2}{6}P_{420}+\frac{k^2}{12}P_{240}+\cdots .
\end{align}
The runs at $0$, $(h,0,0)$ and $(h,k,0)$ supply both $B_2$ and $G_2$. Two runs, at $(0,k,0)$ and $(h,k,0)$, are already enough for both components if $\mu_y$ is used for $\gamma_{xxyy}$:
\begin{align*}
\frac{2[\mu_z(h,k,0)-\mu_z(0,k,0)]}{h^2}&=\beta_{xxz}+\frac{h^2}{12}P_{401}+\frac{k^2}{2}P_{221}+\cdots,\\
\frac{2[\mu_y(h,k,0)-\mu_y(0,k,0)]}{h^2k}&=\gamma_{xxyy}+\frac{h^2}{12}P_{420}+\frac{k^2}{6}P_{240}+\cdots .
\end{align*}
The third run pays for itself by removing the $P_{221}$ error from $\beta_{xxz}$.

With energies alone, the grids of $B_4$ and $G_4$ share no point and together take eight runs. Taking the double difference of $G_4$ at $z=k$ instead of $z=0$ shares two points and leaves six runs, but adds an error $kP_{221}$ that is linear in the field.

One dipole vector is not enough for either target. In a sum $w_x\mu_x+w_y\mu_y+w_z\mu_z$ at one point, removal of the permanent dipole requires $w_z=0$, and removal of $\alpha_{xx}x$ and $\alpha_{yy}y$ requires $w_xx=w_yy=0$. The $\beta_{xxz}$ terms are $w_zx^2/2$ and $w_xxz$, and the $\gamma_{xxyy}$ terms are $w_xxy^2/2$ and $w_yx^2y/2$. All of them vanish too.

The dipole must be the derivative of the energy in use. For a variational energy such as restricted Hartree--Fock (RHF) the expectation value qualifies, because the response of the orbitals does not contribute at first order. For a nonvariational method, use a dipole that includes that response, or use energies.

\section{When the mirrors are missing}

Without the mirror $x\to-x$, the energy contains $-\alpha_{xz}xz$. In $B_4$ this leaves
\begin{equation}
\frac{2\alpha_{xz}hk}{h^2k}=\frac{2\alpha_{xz}}{h}.
\label{tilt}
\end{equation}
This error grows as the field is reduced. For a rotation by $\theta$ about $y$, the field components along the molecular axes are $x\cos\theta+z\sin\theta$ and $-x\sin\theta+z\cos\theta$. Inserting them in $\frac12\alpha_{xx}x^2+\frac12\alpha_{zz}z^2$, the coefficient of $xz$ is
\[
\alpha_{xz}'=(\alpha_{xx}-\alpha_{zz})\sin\theta\cos\theta .
\]
For water in the model below, $\alpha_{xx}-\alpha_{zz}=7.3253-8.0560=-0.7307$. One degree gives $\alpha_{xz}'=-0.01275$, and $h=0.005$ gives an error of $-5.10$. This accounts for the opening number.

The remedy is to average $B_4$ over $h$ and $-h$:
\begin{align*}
B_6=-\frac1{2h^2k}\bigl[&E(h,0,k)+E(-h,0,k)-2E(0,0,k)\\
&-E(h,0,-k)-E(-h,0,-k)+2E(0,0,-k)\bigr].
\end{align*}
All terms odd in $x$ cancel, and the leading errors are those of (\ref{B4}).

Six is the minimum without symmetry. Suppose five or fewer distinct $(x,z)$ points with nonzero weights suffice, again grouped by $z$.
\begin{itemize}
\item With at most three columns, the conditions on $z^j$ ($j\le3$) and $xz^j$ ($j\le2$) make $\sum w$ and $\sum wx$ vanish in each column. A nonzero $\sum wx^2$ then needs three points, and two such columns are required to cancel $x^2$ but keep $x^2z$. That makes six.
\item With four columns, $\sum w=0$ in each, so each has at least two points. That makes eight.
\item With five columns of one point each, the numbers $w_jx_j$ are orthogonal to $1,z,z^2$. Such vectors form a two-dimensional space, spanned by $w_j$ and $w_jz_j$. Hence $x_j=a+bz_j$, and $x^2z$ becomes a cubic in $z$, which the weights remove. The signal is lost.
\end{itemize}
Searches on small lattices agree with all three energy counts: no smaller set isolates the target, and sets of the stated size do.

For $\gamma_{xxyy}$ without mirrors, a nine-point product grid works:
\[
-\frac1{h^2k^2}\sum_{i,j=-1}^{1}d_id_jE(ih,jk,0),\quad d=(1,-2,1).
\]
Each factor removes constants and odd powers and turns a square into $2$, which cancels the $1/4$ in (\ref{exp}). No claim is made that nine is minimal. Using $G_4$ instead would admit, among others, the error $4\alpha_{xy}/(hk)$.

\section{Bounding the contamination}

The series shows the leading error but does not bound the rest. An integral form does. Let $f(x,z)=-\partial_x^2\partial_zE(x,0,z)$, so that $f(0,0)=\beta_{xxz}$. For an even function, $g(h)-g(0)=\int_0^h(h-s)g''(s)\,ds$, because $g'(0)=0$. Applying this in $x$, and writing the difference in $z$ as an integral of the first derivative, gives
\[
B_4=\frac1{h^2k}\int_0^h(h-s)\int_{-k}^{k}f(s,t)\,dt\,ds .
\]
The weight is positive and integrates to $(h^2/2)(2k)/(h^2k)=1$. Thus $B_4$ is an average of the wanted derivative over the field box.

Let $M_{abc}$ be the largest magnitude in the box of the field-dependent derivative $P_{abc}$. Since $f$ is even in $s$, $|f(s,t)-f(0,t)|\le s^2M_{401}/2$. Averaging $t$ with $-t$ removes the linear term, so the remaining deviation is at most $t^2M_{203}/2$. The mean squares are
\[
\langle s^2\rangle=\frac2{h^2}\left(\frac{h^4}3-\frac{h^4}4\right)=\frac{h^2}6,\qquad \langle t^2\rangle=\frac{k^2}3,
\]
and therefore
\begin{equation}
|B_4-\beta_{xxz}|\le\frac{h^2}{12}M_{401}+\frac{k^2}{6}M_{203}.
\label{bound}
\end{equation}

The other stencils follow in the same way. A second difference has the triangular weight $h-s$ and contributes $h^2/12$. A first difference has a uniform weight and contributes $h^2/6$. In $G_2$ the $x$ weight is uniform because $\partial_y^2\mu_x$ is odd in $x$ and so equals the integral of its derivative from $0$ to $h$. The bounds are the leading terms of $B_2$, $G_4$ and $G_2$ with each $P$ replaced by $M$.

A three-state model shows how sharp this is. A ground state is coupled by transition dipoles $1$ and $0.7$ to two degenerate states at energy $D=0.5+z$ above it:
\[
E=\tfrac12\Bigl[D-\sqrt{D^2+4(x^2+0.49y^2)}\Bigr].
\]
For $y=0$, $-E=x^2/D-x^4/D^3+\cdots$. Expanding in $z$ gives $\beta_{xxz}=-8$, $P_{401}=1152$ and $P_{203}=-192$. With $h=0.05$ and $k=0.04$, the leading error of $B_4$ is $0.240-0.051=0.189$; the computed error is $0.186$. The bound adds magnitudes and takes them where the gap is smallest, at $x=0$ and $D=0.46$. There $M_{401}=72/0.46^4=1608$ and $M_{203}=12/0.46^4=268$, so the bound is $0.3350+0.0715=0.4065$. For $B_2$, with one term and no $z$ field, error and bound are $0.232$ and $0.240$.

\section{Choosing the field strength}

Let every energy or dipole carry an error of at most $\varepsilon$, and set $k=h$. Adding the magnitudes of the weights gives a worst-case error $N\varepsilon/h^p$. With $C$ the sum of the magnitudes of the leading $h^2$ coefficients, the estimated limit is
\[
T(h)=Ch^2+\frac{N\varepsilon}{h^p}.
\]
Setting $T'=2Ch-pN\varepsilon/h^{p+1}=0$ yields
\begin{equation}
h_{\rm opt}=\left(\frac{pN\varepsilon}{2C}\right)^{1/(p+2)},\quad T_{\min}=Ch_{\rm opt}^2\left(1+\frac2p\right).
\label{opt}
\end{equation}
This is a leading-order estimate, unlike (\ref{bound}), because $C$ uses zero-field derivatives.

The example is water at RHF/aug-cc-pVDZ, in the $yz$ plane, with OH length $1.81$ bohr and angle $104.5^\circ$. Reference values come from coupled-perturbed Hartree--Fock, which solves linear equations for the first-order orbitals. It gives $\beta_{xxz}=-0.0638$ directly. The curvature of the analytic $\alpha_{yy}$ with respect to $x$ gives $\gamma_{xxyy}=203.5$. The contaminants are $P_{401}=452$, $P_{203}=42.9$, $P_{420}=1.22\times10^5$ and $P_{240}=1.07\times10^5$.

For $B_4$, $C=451.8/12+42.88/6=44.8$. Energies good to $10^{-9}$ hartree give
\[
h_{\rm opt}=\left(\frac{3\cdot4\cdot10^{-9}}{2\cdot44.8}\right)^{1/5}=0.0106 .
\]
The same arithmetic for all four, with dipoles good to $10^{-7}$, gives:
\begin{center}
\begin{tabular}{lcccc}
 & $N$ & $p$ & $h_{\rm opt}$ & $T_{\min}$\\
$B_4$ & 4 & 3 & 0.0106 & 0.0084\\
$B_2$ & 4 & 2 & 0.0102 & 0.0078\\
$G_4$ & 16 & 4 & 0.0109 & 3.4\\
$G_2$ & 4 & 3 & 0.0073 & 2.6
\end{tabular}
\end{center}
Relative to the references, these limits are about $13\%$ and $12\%$ for $\beta$, but $1.7\%$ and $1.3\%$ for $\gamma$. The lower-order property is the harder one here because its value in this basis is so small. That smallness belongs to aug-cc-pVDZ, not to water: in aug-cc-pVTZ $\beta_{xxz}=-1.36$, and the same estimate gives about $0.7\%$ for $B_2$ against $1.4\%$ for $G_2$. A relative accuracy target should therefore be set after a first estimate of the component.

\section{Extrapolation and checks}

If $S(h)$ is a stencil value with error $Ch^2+O(h^4)$, now with signed $C$, then
\[
\frac{4S(h)-S(2h)}3
\]
has no $h^2$ error, since $4Ch^2-C(2h)^2=0$. For $G_4$ at $0.005$ and $0.01$,
\[
\frac{4(203.959)-205.404}{3}=203.48,
\]
in agreement with the reference. For $B_4$ the result is $-0.0638$. In SI units the two are $1.269\times10^{-62}\ \mathrm{C^4\,m^4\,J^{-3}}$ and $-2.05\times10^{-54}\ \mathrm{C^3\,m^3\,J^{-2}}$.

These small fields need tightly converged data. With errors of $10^{-9}$ hartree, $G_4$ at $h=0.005$ could be wrong by $16\times10^{-9}/(0.005)^4=26$, or $13\%$ of $\gamma_{xxyy}$, and extrapolation multiplies that noise by at least $4/3$ in the worst case. Tighten the convergence first. If that is impossible, extrapolate from larger fields: (\ref{opt}) applies to the plain stencil, and removing the $h^2$ term moves the best field upward. With errors of $10^{-9}$ hartree and fields $0.015$ and $0.03$, the remaining truncation plus worst-case noise is $0.0025$ for $B_4$ and $0.88$ for $G_4$, three to four times below $T_{\min}$. At $0.02$ and $0.04$ the totals rise again, to $0.0035$ and $1.7$.

The trend with $h$ tells the error sources apart. Truncation error falls by about four when $h$ is halved: for $G_4$ the deviations from the reference at $0.02$, $0.01$ and $0.005$ are $7.9$, $1.9$ and $0.48$. Noise in $G_4$ can grow by sixteen. A tilt error in $B_4$ doubles and keeps its sign. By (\ref{tilt}), holding it below $0.001$ at $h=0.005$ requires
\[
|\theta|<\frac{0.001\times0.005}{2\times0.7307}=3.4\times10^{-6}\ \mathrm{rad},
\]
about $0.0002^\circ$. Coordinates rounded to a few decimals may miss this. Either symmetrize the geometry and align the field with its axes, or use six points for $\beta_{xxz}$. The other mirror stencils fail too. At $h=0.005$ the one-degree tilt gives $B_2=-5.16$ and $G_2=246.7$. It also moves $G_4$ from $204.0$ to $288.8$, because the $xy^2$ term now survives and adds $2\beta_{xyy}/h$. Without mirrors, $\gamma_{xxyy}$ calls for a grid symmetric in both fields, such as the nine-point one.

Agreement with the references validates the differentiation, not the electronic model. Electron correlation and vibration are left out, and the basis is far from converged, so the digits above, SI values included, describe RHF/aug-cc-pVDZ only. One further diffuse shell per angular momentum changes $\beta_{xxz}$ from $-0.064$ to $-0.385$, $\gamma_{xxyy}$ from $203.5$ to $305$ and $\alpha_{xx}-\alpha_{zz}$ from $-0.73$ to $-0.52$; aug-cc-pVTZ gives $-1.36$, $267$ and $-0.67$. The contaminants move as well: $C$ for $G_2$ grows by a factor of two to three in these bases, and its $h_{\rm opt}$ falls from $0.0073$ to about $0.006$. The numerical output below lists the individual values.

\section*{Calculated quantities}
\begin{verbatim}
Lattice search: isolating sets of energies (count)
  beta_xxz, mirror symmetry: 3 points: 0; 4 points: 90
  gamma_xxyy, two mirrors: 3 points: 0; 4 points: 36
  beta_xxz, no symmetry: 5 points: 0; 6 points: 10
Model: gap 0.5 hartree, h=0.05, k=0.04 a.u.; beta=-8.0000, gamma=-31.360 a.u.
  B4: error 0.1856, rigorous bound 0.4065 a.u.
  B2: error 0.2323, rigorous bound 0.2400 a.u.
  G4: error 1.1886, rigorous bound 1.2358 a.u.
  G2: error 2.0565, rigorous bound 2.1766 a.u.
Water RHF/aug-cc-pVDZ: OH 1.81 bohr, angle 104.5 degrees, 41 basis functions
  energy -76.041393 hartree, mu_z 0.78659 a.u.
  alpha_xx, yy, zz = 7.3253, 9.0442, 8.0560 a.u.
  CPHF references: beta_xxz -0.06380, gamma_xxyy 203.482 a.u.
  contaminants: P401 451.8, P203 42.88 a.u.
  contaminants: P420 1.221e+05, P240 1.067e+05 a.u.
Estimates with k=h (a.u.)
  h=0.005: B4 -0.0627, B2 -0.0629, G4 203.9586, G2 204.2135
  h=0.01: B4 -0.0593, B2 -0.0600, G4 205.4037, G2 206.4358
  h=0.02: B4 -0.0452, B2 -0.0485, G4 211.4195, G2 215.7543
Error at h=0.005, its h^2 prediction, and extrapolated value (a.u.)
  B4: 0.00112, 0.00112, -0.0638
  B2: 0.00094, 0.00094, -0.0638
  G4: 0.47696, 0.47674, 203.4769
  G2: 0.73192, 0.73116, 203.4728
Best field for data errors 1e-9 hartree (energy), 1e-7 a.u. (dipole)
  B4: h_opt 0.01060, estimated limit 0.0084, actual worst case 0.0084 a.u.
  B2: h_opt 0.01015, estimated limit 0.0078, actual worst case 0.0078 a.u.
  G4: h_opt 0.01090, estimated limit 3.3991, actual worst case 3.4216 a.u.
  G2: h_opt 0.00728, estimated limit 2.5867, actual worst case 2.5934 a.u.
Tilt 1.0 degree, h=0.005: alpha_xz -0.012751, 2 alpha_xz/h -5.1006 a.u.
  four-point -5.1594, six-point -0.0641, CPHF tilted -0.0653 a.u.
beta_xxz (B4 extrapolated) = -2.0461e-54 C^3 m^3 J^-2
gamma_xxyy (G4 extrapolated) = 1.2688e-62 C^4 m^4 J^-3
\end{verbatim}
